Parallel-Band Absorption in Nearly Free Electron Metals and the Aluminium Peaks

A simple metal has nearly free conduction electrons, and a free electron cannot absorb a photon of long wavelength, because energy and momentum cannot both be conserved. The lattice potential lifts this restriction near the Bragg planes. This problem finds the resulting absorption spectrum and applies it to aluminium.

**Model.** The electrons are independent and feel a weak local potential with Fourier coefficients V_G, taken real as in a crystal with inversion symmetry. Transitions are vertical: the photon wavevector is neglected. Near the plane that bisects the reciprocal vector G only the plane waves k and k−G are kept. This requires every other plane wave coupled to them to lie far away in energy compared with the potential coefficients. SI formulas are used. The symbol V means V_G, E = ħω is the photon energy, and C = ħ²/m.

**(a) Find the two bands near the Bragg plane and the energy of a vertical transition.**

Split the wavevector into a part along G and a part κ in the plane, and measure the first from the plane:

k = (G/2 + q) Ĝ + κ,  k − G = (q − G/2) Ĝ + κ.

The free energies of the two waves are

ε₁ = (C/2)[(G/2 + q)² + κ²],  ε₂ = (C/2)[(q − G/2)² + κ²].

With ε_G = CG²/8, the free energy at G/2, their mean and difference are

(ε₁ + ε₂)/2 = ε_G + Cq²/2 + Cκ²/2,
Δ = ε₁ − ε₂ = CGq.

The Hamiltonian is the mean energy times the unit matrix plus the matrix with rows (Δ/2, V) and (V, −Δ/2). The square of the latter is (Δ²/4 + V²) times the unit matrix, and its trace is zero, so its eigenvalues are ±√(Δ²/4 + V²). Hence

ε± = ε_G + Cq²/2 + Cκ²/2 ± E(q)/2,
E(q) = √(C²G²q² + 4V²).

The transition energy E(q) does not depend on κ. Moving parallel to the Bragg plane raises both bands equally, so they are parallel over a whole two-dimensional region. The smallest transition energy is 2|V|, reached everywhere on the plane q = 0.

**(b) Find the momentum matrix element between the two bands.**

Define an angle θ by cos θ = Δ/E and sin θ = 2V/E, which is consistent because Δ² + 4V² = E². The matrix above becomes (E/2) times the one with rows (cos θ, sin θ) and (sin θ, −cos θ). Its eigenvectors, written as amplitudes on k and k−G, are

upper: (cos θ/2, sin θ/2),  lower: (−sin θ/2, cos θ/2).

Momentum is diagonal in plane waves. Its in-plane part is ħκ for both waves, so it multiplies the overlap of two orthogonal states and gives zero. Along G,

⟨+|p|−⟩ = −sin(θ/2) cos(θ/2) ħ(G/2 + q) + sin(θ/2) cos(θ/2) ħ(q − G/2)
= −ħG sin(θ/2) cos(θ/2)
= −(ħG/2) sin θ
= −ħGV/E.

The terms in q cancel. The matrix element points along G. At any fixed distance q ≠ 0 from the plane, its magnitude ħG|V|/E vanishes with V, as it must for free electrons. On the plane itself E = 2|V|, and the magnitude is ħG/2 however weak the potential is. What shrinks with V is the range of q over which the matrix element is large.

**(c) Express the absorptive conductivity through these matrix elements, and find which states take part.**

Let the field be F cos ωt along the unit vector ê. A vector potential A = −(F/ω) sin ωt gives this field through −∂A/∂t. For charge −e the kinetic energy is (p + eA)²/2m, and since the potential is local, the term linear in the field is (e/m)A ê·p. The part of sin ωt that drives absorption has amplitude 1/2, so the golden rule gives for one pair of states

rate = (2π/ħ) (eF/2mω)² |ê·p|² δ(ε₊ − ε₋ − ħω).

The absorbed power per volume is ħω times the rate, summed over states and divided by the volume. It also equals σ₁F²/2. Solving for σ₁ gives the factor 2ħω · (2π/ħ) · e²/(4m²ω²) = πe²/(m²ω). With two spins,

σ₁ = (πe²/m²ω) · 2 ∫ d³k/(2π)³ |ê·p|² (f₋ − f₊) δ(E(q) − E),

where f₋ and f₊ are the occupations; subtracting f₊ accounts for stimulated emission.

At zero temperature the lower state must be filled and the upper one empty: ε₋ < E_F < ε₊. Let t = Cκ²/2 be the in-plane kinetic energy and

W = E_F − ε_G − Cq²/2.

The condition becomes

W − E/2 < t < W + E/2.

If W > E/2, this is a ring in the plane. An element of area is π d(κ²) = (2π/C) dt, so the area of the ring is

A = 2πE/C.

It depends on neither E_F nor q separately. Raising the Fermi energy widens the ring's radius but not its area.

Temperature barely changes this. With the chemical potential held at E_F, one band contributes the integral over t from 0 to ∞ of 1/(e^((t−b)/k_BT) + 1), which equals k_BT ln(1 + e^(b/k_BT)) = b + k_BT ln(1 + e^(−b/k_BT)), where b = W + E/2 for the lower band and W − E/2 for the upper one. The difference of the two is E, up to terms of order k_BT exp[−(W − E/2)/k_BT].

**(d) Collect the factors for one pair ±G, then for all equivalent planes of a cubic crystal.**

Counting needs care. A state labelled by k near +G/2 is the same Bloch state as the one labelled by k−G near −G/2. The two planes ±G/2 are therefore covered by a single integral over positive and negative q.

The delta function has two roots ±q. At each, the slope is

|dE/dq| = C²G²|q|/E = CG√(E² − 4V²)/E,

because CG|q| = √(E² − 4V²). The integral over q thus yields

∫ dq δ(E(q) − E) = 2E/[CG√(E² − 4V²)].

Let β be the angle between ê and G. Using 1/ω = ħ/E,

σ_pair = (πe²ħ/m²E) · (2/8π³) · (2πE/C) · (ħ²G²V² cos²β/E²) · 2E/[CG√(E² − 4V²)].

The numerical factors give π · (1/4π³) · 2π · 2 = 1/π. The powers of E outside the root give 1/E. Since C² = ħ⁴/m², the constants reduce to e²/ħ:

σ_pair = (e²G/πħ) V² cos²β/[E√(E² − 4V²)].

With x = E/2|V|, the denominator is 4V² x√(x² − 1), so

σ_pair = (e²G/4πħ) cos²β/[x√(x² − 1)].

For the n_G equivalent vectors of a cubic crystal, the sum of Ĝ_iĜ_j is a tensor with cubic symmetry, hence a multiple of the unit tensor. Its trace is n_G, so the sum of cos²β is n_G/3 for every polarization. There are half as many pairs as vectors, which gives n_G/6. Therefore

σ₁ = P/[x√(x² − 1)] for x > 1, and zero for x < 1,
P = n_G e²G/(24πħ).

This is the parallel-band absorption without lifetime broadening. It treats the planes as independent and the ring as open. The potential sets the energy scale 2|V|, while P contains only the geometry of the lattice.

**(e) Examine the edge, the high-energy limit and the closing of the ring.**

Just above the edge, x² − 1 = (x − 1)(x + 1) ≈ 2(x − 1), and

σ₁ ≈ P/√(2(x − 1)) = P√|V|/√(E − 2|V|).

The inverse square root is the one-dimensional singularity at the minimum of a parabola. The crystal is three-dimensional, but the transition energy varies in one direction only. If the gap also rose quadratically from one point in both in-plane directions, the minimum would be an isolated point. The divergence would then be lost, and the absorption would start from zero as the square root of E − 2|V|.

The absorbed weight stays finite. Put x = 1/cos φ. Then dx = sin φ dφ/cos²φ and √(x² − 1) = tan φ, so dx/[x√(x² − 1)] = dφ. The weight from the edge up to E is

∫ σ₁ dE′ = 2|V| P arccos(2|V|/E).

Close to the edge it grows as the square root of E − 2|V|. Continued to infinite energy it would be π|V|P, which vanishes with the potential. The first 5% above the edge holds arccos(1/1.05)/(π/2) = 0.310/1.571, about 20% of that total.

For x ≫ 1, and as long as the ring stays open, the law becomes 4PV²/E². This is quadratic in V, as expected from first-order mixing of the waves far from the plane.

The ring closes when its inner radius reaches zero, at W = E/2. On the resonant planes CGq has magnitude √(E² − 4V²), so Cq²/2 = (E² − 4V²)/(2CG²) = (E² − 4V²)/(16ε_G), and the closing energy solves

E_F − ε_G − (E² − 4V²)/(16ε_G) = E/2.

Beyond it, t runs from 0 to W + E/2. The area, and with it σ₁, is multiplied by (W + E/2)/E, which is smaller than one. It reaches zero when W = −E/2.

**(f) Include a finite lifetime. Where does the maximum lie, and how high is it?**

Describe the lifetime by replacing each sharp transition with a normalized Lorentzian of half-width γ. This is a phenomenological choice. Let u = E − 2|V|. The edge form then requires

I(u) = (1/π) ∫₀^∞ du′ γ/{√u′ [(u − u′)² + γ²]}.

With u′ = s², du′/√u′ = 2 ds. The integrand is even in s, so the integral can be extended to the whole line:

I = (1/π) ∫ ds γ/[(s² − u)² + γ²] = (1/π) Im ∫ ds/(s² − z²),  z = √(u + iγ), Im z > 0.

Closing the contour in the upper half-plane encloses the pole s = z, whose residue is 1/2z. The integral is πi/z, and Im(i/z) = Re(1/z), so

I(u) = Re (u + iγ)^(−1/2).

Write u + iγ = r e^(iφ), so that r = γ/sin φ and u = γ cot φ. Then

I = √(sin φ/γ) cos(φ/2).

Setting the derivative of ln I to zero gives (1/2)cot φ − (1/2)tan(φ/2) = 0. This means π/2 − φ = φ/2, so φ = π/3. The maximum lies at

E_peak = 2|V| + γ/√3,

and its height is

σ_peak = (√3/2)^(3/2) P√(|V|/γ) ≈ 0.806 P√(|V|/γ).

Both hold for γ ≪ 2|V|. The height is an upper bound on the peak of the broadened law: since x√(x + 1) ≥ √2 for x ≥ 1, the full law never exceeds its edge form, and a positive Lorentzian preserves that order. For γ equal to 0.001 of the edge energy, a numerical broadening of the (200) law gave a shift of 0.576γ and a height factor of 0.805, against 0.577 and 0.806 from the formulas.

**(g) Locate the peaks of aluminium.**

Take the lattice constant 0.405 nm and three conduction electrons per atom. The free-electron Fermi energy is then 11.65 eV. For the potential take |V₂₀₀| = 0.75 eV and |V₁₁₁| = 0.25 eV. These are rough typical values for aluminium and are inputs: the theory ties the peaks to the potential but does not predict the potential.

The edges are

(200): 2 × 0.75 eV = 1.50 eV,
(111): 2 × 0.25 eV = 0.50 eV.

With γ = 0.05 eV, a round value, the shift γ/√3 is 0.029 eV, and the peaks should lie at 1.53 and 0.53 eV. Broadening the full law numerically gives 1.53 and 0.52 eV on a grid of 0.01 eV.

The prefactor is P = 6010 S/cm for the six (200) planes, with G = 31.03 nm⁻¹. It scales as n_G G, so the eight (111) planes, with G = 26.87 nm⁻¹, have

P₁₁₁ = 6010 × (8 × 26.87)/(6 × 31.03) ≈ 6940 S/cm.

The peak heights from the formula of part (f) are

(200): 0.806 × 6010 × √15 ≈ 18 800 S/cm,
(111): 0.806 × 6940 × √5 ≈ 12 500 S/cm.

The numerically broadened laws give 18 000 and 11 300 S/cm. The formula is high by about 4% and 11% of these values, in the direction the bound requires, and the excess is larger where γ/2|V| is larger. The (111) peak is lower despite its larger P, because its smaller potential makes √(|V|/γ) smaller.

The open-ring condition is safe at both peaks. For (200), E_F − ε_G = 11.65 − 9.17 = 2.48 eV. At E = 4.69 eV the correction (E² − 4V²)/(16ε_G) is 0.13 eV, leaving 2.35 eV, which is E/2. The ring therefore closes at 4.69 eV; for (111) it closes at 8.30 eV. At 300 K the margin W − E/2 at the edges is 67 and 175 times k_BT, so thermal occupation has no visible effect on the ring area.

Direct diagonalization of the two-wave matrix, with filled and empty states counted one by one, tests the law. Between 1.500 and 1.575 eV it gives a (200) weight of 2792 S eV/cm, against 2793 from the law. Between 6 and 7 eV, past closure, both give 279 S eV/cm. The state counting was tested separately by summing over the whole Brillouin zone with fifteen plane waves and one pair of (200) planes switched on. Between 1.49 and 2.5 eV this sum is 2920 S eV/cm and the law gives 2787, a difference of 5% of the law. A difference of this size is expected from finite sampling of the zone, because only a small share of the points lies close enough to the plane to contribute. A factor of two from counting ±G twice is excluded.

**(h) How far do the neglected effects move these results?**

One weak assumption is that the planes are independent. Along the lines where two Bragg planes cross, at least three plane waves have equal energy, and the two-wave model fails near them. At the zone corners even more waves meet. The corner W of the Brillouin zone lies at distance (√5/4)G₂₀₀ = 17.35 nm⁻¹ from the centre, and the Fermi wavevector is 17.49 nm⁻¹. The Fermi sphere thus passes close to points where four plane waves, not two, have equal energy. In units of 2π/a these waves are (1, ½, 0), (−1, ½, 0), (0, −½, 1) and (0, −½, −1). The first two are coupled by V₂₀₀, as are the last two; every other coupling is V₁₁₁. The even and odd combinations within each pair give the energy shifts

V₂₀₀ + 2V₁₁₁,  V₂₀₀ − 2V₁₁₁,  −V₂₀₀ (twice).

For positive coefficients these are 1.25, 0.25, −0.75 and −0.75 eV. The separations are 0, 1.0 and 2.0 eV, so near the corners the gaps are no longer 0.5 or 1.5 eV. Both rings pass through this region. On about a fifth of the area of each ring a third plane wave lies within 0.75 eV of the two that are kept, and on about a third within 1.5 eV, so the condition stated in the model fails on a sizeable part of the contributing states.

A fifteen-wave calculation with both coefficients present and positive, at the same γ, shows the effect on the spectrum. The comparison is with the sum of the two broadened laws:

(200) peak: 1.51 eV instead of 1.53 eV, height 16 000 instead of 18 900 S/cm.
(111) peak: 0.48 eV instead of 0.53 eV, height 7200 instead of 11 400 S/cm.

These values come from a single set of points in the zone. Denser sampling gives heights near 14 900 and 7100 S/cm, so the heights fall by about 21% and 37% of the two-wave values. The basis matters too: keeping the 24 lowest plane waves at each k leaves the (200) peak unchanged but moves the (111) peak down by a further 0.02 eV, to about 0.465 eV, with nearly the same height. The value at 0.3 eV that follows is less certain: denser sampling gives about 1800 S/cm, and the larger basis about 2000 S/cm. At 0.3 eV the fifteen-wave absorption is 2100 S/cm, against 800 S/cm from the broadened laws. The second value is entirely Lorentzian tail, since the sharp laws vanish below 0.5 eV, so the comparison depends on the line shape chosen. At least part of the extra absorption comes from sharp transitions that the two-wave laws lack: with fifteen waves a weight of about 340 S eV/cm lies below 0.4 eV, all of it between the second and third bands. Transitions within the degenerate pair at the corner itself do not supply it: both levels lie near 10.7 eV, below the Fermi energy, and are filled. In this model the coupling moves the (200) peak down by 0.02 to 0.03 eV and the (111) peak by 0.05 to 0.06 eV, while it lowers their heights by about a fifth and by more than a third.

The second omission is intraband absorption. In the Drude form it is

σ_D = (ne²τ/m)/(1 + ω²τ²),

where n is the electron density and τ the relaxation time. With ħ/τ = 0.10 eV and the full free-electron weight, not reduced for the gaps, it is 1400 S/cm at the (200) peak, about 8% of the two-wave peak height. At the (111) peak it is 11 900 S/cm, close to the two-wave peak height of 11 300 S/cm. These values are too high, because the gaps move part of the Drude weight into interband absorption. The total weight is fixed by the electron density at πne²ħ/2m = 52 600 S eV/cm, and the two-wave laws hold at most π|V|P summed over both families, which is 19 600 S eV/cm. That bound is 37% of the total; the fifteen-wave interband weight is about 16 400 S eV/cm, or 31%. About a third of the Drude weight is lost, and the term at the (111) peak falls to about 8000 S/cm. Scaling the full-weight value with 1 + (E/0.10 eV)² gives about 33 500 S/cm at 0.3 eV and 12 900 S/cm at 0.5 eV. This fall of about 20 600 S/cm exceeds, even after reduction by a third, the interband rise over the same interval, which is 4800 S/cm with fifteen waves. In this model the total conductivity is therefore lower at 0.5 eV than at 0.3 eV, and the 0.5 eV structure sits on a steep background. For these values of γ and τ the total has no local maximum between 0.3 and 0.8 eV, with either the full or the reduced Drude weight, so the structure appears only as a shoulder.

Real aluminium has a pronounced absorption feature near 1.5 eV and a much weaker one near 0.5 eV, both figures being rough. The lattice constant and electron count used here are typical of the metal; the potential coefficients are rough, and an error in |V| moves an edge by twice that error. The real metal breaks the assumption of independent planes, which in the fifteen-wave model lowers the peak energies by a few hundredths of an eV. That model is itself limited to two coefficients of a local potential and leaves out electron–hole interaction and local-field effects, so its heights are estimates for the model and not predictions for a sample. The neglect of the photon wavevector is a further limit. In aluminium the field decays over a length of order c/ω_p = 12.5 nm, where ω_p is the plasma frequency of the conduction electrons; the dielectric function of the model gives about 15 nm at both peaks, which lowers the estimate below by about a fifth. It therefore contains wavevectors of order 1/(12.5 nm), which change a transition energy by up to about Cκ/(12.5 nm). For the (200) ring, with κ near 8 nm⁻¹, this is 0.05 eV, as large as γ, so it can broaden the peaks further. The remaining values are in the numerical output.

Computed results

```
INPUT (rough aluminium regime)
lattice constant 0.405 nm, electrons per atom 3
Fermi wavevector 17.49 nm^-1, Fermi energy 11.65 eV
half-width gamma 0.050 eV, temperature 300 K
PLANES 200: |V| 0.75 eV, G 31.03 nm^-1, number 6
  free energy at G/2 9.17 eV
  edge 2|V| 1.50 eV, smallest gap found 1.5000 eV
  prefactor 6010 S/cm
  ring closes at photon energy 4.69 eV
  weight 1.500-1.575 eV: direct 2792.4, law 2793.3 S eV/cm
  weight 1.575-3.000 eV: direct 6648.6, law 6647.5 S eV/cm
  weight 6.000-7.000 eV: direct 278.8, law 278.9 S eV/cm
  edge weight ratio for 4 times the distance 1.998
  ring inner edge above band bottom: 67 kT
PLANES 111: |V| 0.25 eV, G 26.87 nm^-1, number 8
  free energy at G/2 6.88 eV
  edge 2|V| 0.50 eV, smallest gap found 0.5000 eV
  prefactor 6940 S/cm
  ring closes at photon energy 8.30 eV
  weight 0.500-0.525 eV: direct 1074.4, law 1075.2 S eV/cm
  weight 0.525-1.000 eV: direct 2559.6, law 2558.6 S eV/cm
  weight 6.000-7.000 eV: direct 41.4, law 41.4 S eV/cm
  edge weight ratio for 4 times the distance 1.990
  ring inner edge above band bottom: 175 kT
BROADENED EDGE, small width
peak shift / gamma 0.576, 1/sqrt(3) 0.577
height factor 0.805, rule 0.806
ONE PAIR OF (200) PLANES, whole zone, 1.5-2.5 eV
zone sum 2920, law 2787 S eV/cm
PEAKS WITH gamma, two-wave law and fifteen waves
Fermi energy with fifteen waves 11.56 eV
200: law peak 1.53 eV, height 18026 S/cm
  both families summed: 1.53 eV, 18866 S/cm
  fifteen waves, maximum in 1.2-2.2 eV: 1.51 eV, 16002 S/cm
  Drude background, hbar/tau 0.10 eV: 1425 S/cm
111: law peak 0.52 eV, height 11275 S/cm
  both families summed: 0.53 eV, 11378 S/cm
  fifteen waves, maximum in 0.3-1.0 eV: 0.48 eV, 7167 S/cm
  Drude background, hbar/tau 0.10 eV: 11949 S/cm
fifteen-wave / summed-law conductivity (S/cm) at chosen energies
  0.3 eV: 2141 / 836
  0.5 eV: 6925 / 10204
  0.7 eV: 3158 / 5312
  1.0 eV: 2030 / 2436
  1.5 eV: 15813 / 16811
  2.0 eV: 5268 / 5661
  2.5 eV: 2258 / 3065
```
